# Neutral Wavenumber of a Conducting Surface in a Normal Electric Field: test program

```python
"""
Result under test: a conducting surface z = a cos(kx) under a normal field E
is neutral at k_c = eps0 E^2 / gamma, unstable below and stable above k_c.
gamma: surface energy; a: ripple amplitude; k: ripple wavenumber.
Working units: nm, eV, V, elementary charge. Gravity is neglected in k_c.
The field is found from a boundary integral for the surface charge,
without assuming the decaying-mode solution used in the analytic derivation.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import brentq, minimize_scalar

charge = const.e
eps0 = const.epsilon_0 * 1e-9 / charge          # e/(V nm)
pascal = 1e-27 / charge                         # one Pa in eV/nm^3

# Rough typical magnesium values and chosen operating conditions
field_MV_cm = 20.0
field = field_MV_cm * 0.1                       # V/nm
gamma = 3.7                                     # eV/nm^2
temperature = 400.0                             # K
apex_radius = 1000.0                            # nm
lattice_a, lattice_c = 0.32, 0.52               # nm
diffusivity_cm2_s = 1e-9                        # order assumed
work_function = 3.7                             # eV
young_GPa, residual_GPa = 45.0, 0.1
vapour_Torr = 3e-11
evaporation_field_MV_cm = 200.0
mass_density = 1740.0                          # kg/m^3
anisotropy = 0.005

k_c = eps0 * field**2 / gamma
wavelength = 2 * np.pi / k_c


def solve_conductor(k, a, count=64):
    """Return angle kx, surface field/E and electrical plane height."""
    half = count // 2
    t = 2 * np.pi * np.arange(count) / count
    z = a * np.cos(t)
    modes = np.arange(1, half)
    log_weights = -(2*np.pi/half) * (np.cos(np.outer(t, modes)) / modes).sum(1)
    log_weights -= np.pi * np.cos(half*t) / half**2
    singular = toeplitz(log_weights)
    dt = t[:, None] - t[None, :]
    dz = z[:, None] - z[None, :]
    denominator = np.sin(dt / 2)**2
    np.fill_diagonal(denominator, 1.0)
    smooth = np.log1p(np.sinh(k*dz/2)**2 / denominator)
    slope = -k * a * np.sin(t)
    np.fill_diagonal(smooth, np.log1p(slope**2))
    step = 2 * np.pi / count
    matrix = np.zeros((count+1, count+1))
    matrix[:count, :count] = -(singular + step*smooth) / (4*np.pi*k)
    matrix[:count, count] = -1.0
    matrix[count, :count] = 1.0 / count
    right = np.append(z/2, 1.0)
    solution = np.linalg.solve(matrix, right)
    charge_per_angle = solution[:count]
    surface_field = charge_per_angle / np.sqrt(1 + slope**2)
    plane = step*np.sum(charge_per_angle*z)/(4*np.pi) - solution[count]
    return t, surface_field, plane


def restoring_coefficient(k, a=0.01):
    """First harmonic of energy cost per added volume, divided by a."""
    t, local_field, _ = solve_conductor(k, a)
    curvature = k**2*a*np.cos(t) / (1+(k*a*np.sin(t))**2)**1.5
    cost = gamma*curvature - eps0*field**2*local_field**2/2
    return 2*np.mean(cost*np.cos(t))/a


def energy_change(k, a=0.2):
    """Energy per projected area at fixed voltage, relative to flat."""
    t, _, plane = solve_conductor(k, a)
    extra_length = np.mean(np.sqrt(1+(k*a*np.sin(t))**2)-1)
    return gamma*extra_length - eps0*field**2*plane/2


# Field enhancement and raised electrical plane
ripple = 1.0
_, local_field, plane = solve_conductor(k_c, ripple)
crest_field = local_field[0]
assert abs((crest_field-1)/(k_c*ripple)-1) < 0.1    # next order in ka
_, small_field, small_plane = solve_conductor(k_c, 0.01)
assert abs((small_field[0]-1)/(k_c*0.01)-1) < 2e-3
assert abs(small_plane/(k_c*0.01**2/2)-1) < 1e-3

# Neutral point from pressure and independently from total energy
k_pressure = brentq(restoring_coefficient, 0.3*k_c, 3*k_c, xtol=1e-13)
k_energy = brentq(energy_change, 0.3*k_c, 3*k_c, xtol=1e-13)
assert abs(k_pressure/k_c-1) < 1e-4
assert abs(k_energy/k_c-1) < 1e-3
energy_long = energy_change(0.5*k_c)
energy_short = energy_change(1.5*k_c)
assert energy_long < 0 < energy_short
assert restoring_coefficient(0.5*k_c) < 0 < restoring_coefficient(1.5*k_c)

# Unit-independent statement evaluated in atomic units
bohr_nm = const.physical_constants['Bohr radius'][0]*1e9
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
field_au = field*bohr_nm/hartree_eV
gamma_au = gamma*bohr_nm**2/hartree_eV
k_au = field_au**2/(4*np.pi*gamma_au)
assert abs(k_au/bohr_nm/k_c-1) < 1e-7

# Growth by surface diffusion, with the numerical conductor field
atomic_volume = np.sqrt(3)*lattice_a**2*lattice_c/4
thermal_energy = const.k*temperature/charge
diffusivity = diffusivity_cm2_s*1e14
mobility = diffusivity*atomic_volume**(4/3)/thermal_energy


def growth_rate(k):
    return -mobility*k**2*restoring_coefficient(k)


best = minimize_scalar(lambda q: -growth_rate(q*k_c)/growth_rate(0.5*k_c),
                       bounds=(0.2, 0.98), method='bounded',
                       options={'xatol': 1e-7})
fastest_ratio = best.x
fastest_rate = growth_rate(fastest_ratio*k_c)
capillary_B = mobility*gamma
assert abs(fastest_ratio-0.75) < 1e-3
assert abs(fastest_rate/(27*capillary_B*k_c**4/256)-1) < 1e-3
growth_time = 1/fastest_rate

# Exact spheroid area and capacitance test the charged-sphere l=2 threshold
mp.mp.dps = 50
stretch = 1 + mp.mpf('1e-6')
long_axis, short_axis = stretch**2, 1/stretch
eccentricity = mp.sqrt(1-(short_axis/long_axis)**2)
area = 2*mp.pi*short_axis**2*(1+long_axis*mp.asin(eccentricity)
                              / (short_axis*eccentricity))
inverse_capacitance = mp.atanh(eccentricity)/(long_axis*eccentricity)
sphere_threshold = float(-(area-4*mp.pi)
                         / (2*mp.pi*(inverse_capacitance-1)))
assert abs(sphere_threshold-4) < 1e-4
curvature_shift = -1.5/(k_c*apex_radius)

# Direct energy average tests the stiffness of an anisotropic surface
phase = 2*np.pi*np.arange(256)/256
slope_amplitude = 1e-3
slopes = -slope_amplitude*np.sin(phase)
angles = np.arctan(slopes)
relative_gamma = 1+anisotropy*(np.cos(6*angles)-1)
stiffness_ratio = np.mean(relative_gamma*np.sqrt(1+slopes**2)-1)
stiffness_ratio /= slope_amplitude**2/4
assert abs(stiffness_ratio-(1-36*anisotropy)) < 1e-3

# Sizes of other neglected effects
field_pressure = eps0*field**2/2
elastic_density = (residual_GPa*1e9)**2/(2*young_GPa*1e9)*pascal
electron_density = 2/(atomic_volume*1e-27)
fermi_energy = const.hbar**2*(3*np.pi**2*electron_density)**(2/3)/(2*const.m_e)
screening = np.sqrt(2*const.epsilon_0*fermi_energy
                    / (3*electron_density*charge**2))*1e9
gamma_SI = gamma*charge*1e18
gravity_ratio = mass_density*const.g/(gamma_SI*(k_c*1e9)**2)
atom_mass = 24.305*const.atomic_mass
vapour_Pa = vapour_Torr*const.torr
atom_flux = vapour_Pa/np.sqrt(2*np.pi*atom_mass*const.k*temperature)
recession = atom_flux*atomic_volume*1e-27*1e9*growth_time

# Tunnelling through the image-rounded barrier for reversed polarity
image = 1/(16*np.pi*eps0)
root = np.sqrt(work_function**2-4*field*image)
inner, outer = (work_function-root)/(2*field), (work_function+root)/(2*field)
barrier_integral = quad(lambda x: np.sqrt(max(
    work_function-field*x-image/x, 0)), inner, outer, epsabs=1e-9)[0]
exponent = 2*np.sqrt(2*const.m_e*charge)/const.hbar*1e-9*barrier_integral
current = charge**3*(field*1e9)**2/(8*np.pi*const.h*work_function*charge)
current *= np.exp(-exponent)/1e4

print(f"Applied field: {field_MV_cm:.1f} MV/cm")
print(f"Surface energy, rough: {gamma:.2f} eV/nm^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Apex radius: {apex_radius:.0f} nm")
print(f"Vacuum permittivity: {eps0:.6f} e/(V nm)")
print(f"Field pressure eps0 E^2/2: {field_pressure:.5f} eV/nm^3")
print(f"Neutral wavenumber: {k_c:.6f} 1/nm = {k_c/10:.7f} 1/angstrom")
print(f"Neutral wavelength: {wavelength:.2f} nm = {wavelength*10:.1f} angstrom")
print(f"Numerical k_c from pressure: {k_pressure:.6f} 1/nm")
print(f"Numerical k_c from energy: {k_energy:.6f} 1/nm")
print(f"Test ripple amplitude: {ripple:.2f} nm")
print(f"Crest field/E, numerical: {crest_field:.6f} (no unit)")
print(f"Crest field/E, linear: {1+k_c*ripple:.6f} (no unit)")
print(f"Electrical plane height, numerical: {plane:.6f} nm")
print(f"Electrical plane height, formula: {k_c*ripple**2/2:.6f} nm")
print("Energy changes below are for amplitude 0.2 nm")
print(f"Energy change at 0.5 k_c: {energy_long:.4e} eV/nm^2")
print(f"Energy change at 1.5 k_c: {energy_short:.4e} eV/nm^2")
print(f"Atomic volume: {atomic_volume:.5f} nm^3")
print(f"Surface diffusivity, assumed: {diffusivity_cm2_s:.1e} cm^2/s")
print(f"Capillary coefficient B: {capillary_B:.4e} nm^4/s")
print(f"Fastest wavenumber/k_c: {fastest_ratio:.4f} (no unit)")
print(f"Fastest wavelength: {wavelength/fastest_ratio:.2f} nm")
print(f"Growth time at fastest ripple: {growth_time:.2f} s")
print(f"Sphere l=2 threshold k_c R: {sphere_threshold:.5f} (no unit)")
print(f"Apex curvature shift of k: {100*curvature_shift:.2f} percent")
print(f"Sixfold gamma coefficient, assumed: {100*anisotropy:.2f} percent")
print(f"Stiffness/gamma: {stiffness_ratio:.4f} (no unit)")
print(f"Anisotropy shift of k_c: {100*(1/stiffness_ratio-1):.1f} percent")
print(f"Young modulus, rough: {young_GPa:.1f} GPa")
print(f"Residual stress, assumed: {residual_GPa:.2f} GPa")
print(f"Elastic energy density: {elastic_density:.3e} eV/nm^3")
print(f"Elastic/field pressure: {100*elastic_density/field_pressure:.2f} percent")
print(f"Thomas-Fermi length: {screening:.4f} nm")
print(f"Screening measure k_c*length: {100*k_c*screening:.3f} percent")
print(f"Gravity/capillary term at k_c: {gravity_ratio:.2e} (no unit)")
print(f"Vapour pressure, rough: {vapour_Torr:.1e} Torr")
print(f"Sublimation in one growth time: {recession:.2e} nm")
print(f"Evaporation field, rough: {evaporation_field_MV_cm:.0f} MV/cm")
print(f"Applied/evaporation field: {field_MV_cm/evaporation_field_MV_cm:.2f} (no unit)")
print(f"Work function, rough: {work_function:.2f} eV")
print(f"Reverse-polarity tunnel exponent: {exponent:.2f} (no unit)")
print(f"Reverse-polarity current estimate: {current:.2e} A/cm^2")
print("PASS")
```

Printed output:

```
Applied field: 20.0 MV/cm
Surface energy, rough: 3.70 eV/nm^2
Temperature: 400 K
Apex radius: 1000 nm
Vacuum permittivity: 0.055263 e/(V nm)
Field pressure eps0 E^2/2: 0.11053 eV/nm^3
Neutral wavenumber: 0.059744 1/nm = 0.0059744 1/angstrom
Neutral wavelength: 105.17 nm = 1051.7 angstrom
Numerical k_c from pressure: 0.059744 1/nm
Numerical k_c from energy: 0.059744 1/nm
Test ripple amplitude: 1.00 nm
Crest field/E, numerical: 1.059692 (no unit)
Crest field/E, linear: 1.059744 (no unit)
Electrical plane height, numerical: 0.029846 nm
Electrical plane height, formula: 0.029872 nm
Energy changes below are for amplitude 0.2 nm
Energy change at 0.5 k_c: -3.3016e-05 eV/nm^2
Energy change at 1.5 k_c: 9.9048e-05 eV/nm^2
Atomic volume: 0.02306 nm^3
Surface diffusivity, assumed: 1.0e-09 cm^2/s
Capillary coefficient B: 7.0443e+04 nm^4/s
Fastest wavenumber/k_c: 0.7500 (no unit)
Fastest wavelength: 140.22 nm
Growth time at fastest ripple: 10.56 s
Sphere l=2 threshold k_c R: 4.00000 (no unit)
Apex curvature shift of k: -2.51 percent
Sixfold gamma coefficient, assumed: 0.50 percent
Stiffness/gamma: 0.8200 (no unit)
Anisotropy shift of k_c: 22.0 percent
Young modulus, rough: 45.0 GPa
Residual stress, assumed: 0.10 GPa
Elastic energy density: 6.935e-04 eV/nm^3
Elastic/field pressure: 0.63 percent
Thomas-Fermi length: 0.0551 nm
Screening measure k_c*length: 0.329 percent
Gravity/capillary term at k_c: 8.06e-12 (no unit)
Vapour pressure, rough: 3.0e-11 Torr
Sublimation in one growth time: 2.60e-05 nm
Evaporation field, rough: 200 MV/cm
Applied/evaporation field: 0.10 (no unit)
Work function, rough: 3.70 eV
Reverse-polarity tunnel exponent: 17.81 (no unit)
Reverse-polarity current estimate: 3.07e+00 A/cm^2
PASS
```
